\section*{The Kerker preconditioner and its size-independent bound for a Thomas-Fermi metal, part 2}

In a self-consistent calculation for a metal, long-wave density errors are overcorrected, and plain mixing slows down as the cell grows. The aim is an iteration count independent of cell length.

The model is a uniform electron gas with neutralizing background, in Hartree atomic units (bohr, hartree). Periodic functions are expanded as $f(\mathbf r)=\sum_{\mathbf G} f_{\mathbf G}\,e^{i\mathbf G\cdot\mathbf r}$, with $G=|\mathbf G|$. An input density $n$ gives the output density
\begin{equation}
F[n](\mathbf r)=\frac{\{2[\mu-v_{\rm eff}(\mathbf r)]\}^{3/2}}{3\pi^2},
\label{eq:tf}
\end{equation}
where $v_{\rm eff}$ is the external plus Hartree potential energy and the chemical potential $\mu$ fixes the electron number. With $k_F$ the Fermi wavevector, the Thomas-Fermi wavevector is given by
\begin{equation}
k_{\rm TF}^2=4\pi\frac{dn}{d\mu}=\frac{4k_F}{\pi}.
\label{eq:ktf}
\end{equation}
For $\mathbf G\neq0$, a small potential change $\delta v$ changes the output by
\begin{equation}
\delta F_{\mathbf G}=\chi_0\,\delta v_{\mathbf G},\qquad \chi_0=-\frac{k_{\rm TF}^2}{4\pi}.
\label{eq:chi}
\end{equation}
A density change $\delta n_{\mathbf G}$ produces the Hartree potential $(4\pi/G^2)\,\delta n_{\mathbf G}$.

The update is $n_{\rm new}=n+a\,P\,R[n]$, with residual $R[n]=F[n]-n$, step $a>0$ and preconditioner $P$; plain mixing has $P=1$. The Kerker factor, with parameter $q_0>0$, is
\begin{equation}
\varepsilon_{\rm m}(G)=1+\frac{q_0^2}{G^2}=\frac{G^2+q_0^2}{G^2},\qquad
P(G)=\frac{1}{\varepsilon_{\rm m}(G)}=\frac{G^2}{G^2+q_0^2}.
\label{eq:kerker}
\end{equation}
It is the exact inverse for a gas with $k_F=\pi q_0^2/4$.

The shortest and longest nonzero reciprocal vectors kept have lengths $G_{\min}$ and $G_{\max}$; in a rectangular cell with longest edge $L$, $G_{\min}=2\pi/L$.

The example gas has density parameter $r_s=2$ bohr, $k_F=0.960$ bohr$^{-1}$ and $k_{\rm TF}^2=1.2218$ bohr$^{-2}$. Its density varies along one axis, with $G_{\max}=3.770$ bohr$^{-1}$. For $L=20$ bohr, $G_{\min}=0.3142$ bohr$^{-1}$ and the plain condition number is 12.3.

\section{A bound that does not depend on the cell}

The first half considered a uniform electron gas in the Thomas-Fermi approximation with Hartree interaction, in a periodic cell at fixed electron number. A small density error $e$ produces the residual $R_{\mathbf G}=-\varepsilon(G)\,e_{\mathbf G}$, output density minus input density, where $\varepsilon(G)=1+k_{\rm TF}^2/G^2$ and $\mathbf G\neq0$. Mixing with step $a$ and the Kerker factor $P(G)=G^2/(G^2+q_0^2)$ multiplies the error component by $1-aP(G)\varepsilon(G)$. With the best fixed step $a=2/(\lambda_{\min}+\lambda_{\max})$ the slowest components shrink by $\rho=(\kappa-1)/(\kappa+1)$ per iteration, where $\kappa=\lambda_{\max}/\lambda_{\min}$ is the condition number of the operator with eigenvalues $\lambda=P\varepsilon$. Without the factor, $\kappa$ grows as the square of the cell length $L$.

With the factor, the eigenvalues are
\begin{equation}
\lambda(G)=\frac{G^2}{G^2+q_0^2}\cdot\frac{G^2+k_{\rm TF}^2}{G^2}=\frac{G^2+k_{\rm TF}^2}{G^2+q_0^2}.
\label{eq:lambda}
\end{equation}
The singular factor $1/G^2$ has cancelled. To see what range remains, put
\begin{equation}
w=\frac{G^2}{G^2+q_0^2},\qquad 1-w=\frac{q_0^2}{G^2+q_0^2},\qquad b=\frac{k_{\rm TF}^2}{q_0^2}.
\end{equation}
Since $(1-w)\,b=k_{\rm TF}^2/(G^2+q_0^2)$, equation \eqref{eq:lambda} becomes
\begin{equation}
\lambda(G)=w\cdot1+(1-w)\cdot b .
\label{eq:mean}
\end{equation}
For every nonzero $G$ the weight $w$ lies between 0 and 1. Each eigenvalue is therefore a weighted mean of the two numbers 1 and $b$, whatever the reciprocal vector and so whatever the cell.

If $b\geq1$, all eigenvalues satisfy $1\leq\lambda\leq b$, and the ratio of any two of them is at most $b$. If $b<1$, they satisfy $b\leq\lambda\leq1$, and the ratio is at most $1/b$. Both cases are contained in
\begin{equation}
\kappa\;\leq\;B=\max\!\left(\frac{k_{\rm TF}^2}{q_0^2},\,\frac{q_0^2}{k_{\rm TF}^2}\right).
\label{eq:bound}
\end{equation}
Nothing was assumed about the length or shape of the cell or about the plane-wave cutoff. The set of vectors $\mathbf G$ decides which weights $w$ occur, but it cannot take an eigenvalue outside the interval between 1 and $b$.

The bound cannot be lowered if it is to hold for all cells. By \eqref{eq:mean}, $\lambda\to b$ as $G\to0$ and $\lambda\to1$ as $G\to\infty$, so $\kappa$ approaches $B$ for a large cell with a high cutoff. In a given cell the shortest vector is not zero, $\lambda(G_{\min})$ does not reach $b$, and $\kappa$ is smaller than $B$ unless $b=1$. When $q_0=k_{\rm TF}$ every eigenvalue equals 1, and the preconditioner is the inverse dielectric function of the gas itself.

The two ends of the range of $q_0$ also make sense. As $q_0\to0$ the Kerker factor tends to 1 for each fixed $G$, plain mixing returns, and the bound diverges as $k_{\rm TF}^2/q_0^2$. As $q_0\to\infty$ the long waves are suppressed too strongly compared with the short ones, and the bound diverges as $q_0^2/k_{\rm TF}^2$. Between these ends the dependence is mild: a choice of $q_0$ that is wrong by a factor of 2 in either direction gives $B=4$.

The bound on $\kappa$ limits the rate of convergence. Because $(\kappa-1)/(\kappa+1)$ increases with $\kappa$,
\begin{equation}
\rho\leq\frac{B-1}{B+1}=\frac{|k_{\rm TF}^2-q_0^2|}{k_{\rm TF}^2+q_0^2}.
\label{eq:ratebound}
\end{equation}
The same rate can be guaranteed without knowing $G_{\min}$ or $G_{\max}$. With the step $a=2/(1+b)$, the quantity $1-a\lambda$ runs from $(b-1)/(b+1)$ at $\lambda=1$ to $-(b-1)/(b+1)$ at $\lambda=b$, and for every $\lambda$ between these its magnitude is no larger. One step size then serves cells of all sizes.

The two kinds of mismatch behave differently if the full step $a=1$ is taken. When $q_0>k_{\rm TF}$, the multiplier $1-\lambda$ lies between 0 and $1-b$, and the iteration converges without change of sign. When $q_0<k_{\rm TF}$, the long waves are overcorrected, with a multiplier that tends to $1-b$. This is smaller than 1 in magnitude if $b<2$. For $b>2$ the full step diverges in a sufficiently large cell, and $a$ must be reduced.

Now return to the gas with $r_s=2$ bohr and $k_{\rm TF}^2=1.2218$ bohr$^{-2}$, and take one value of $q_0$ on each side of $k_{\rm TF}=1.105$ bohr$^{-1}$. For $q_0=0.8$ bohr$^{-1}$,
\begin{equation}
b=\frac{1.2218}{0.64}=1.909,\qquad B=1.909,\qquad \rho\leq\frac{0.909}{2.909}=0.3125 .
\end{equation}
For $q_0=1.6$ bohr$^{-1}$, $b=1.2218/2.56=0.477$, so that $B=1/b=2.095$ and $\rho\leq0.354$.

In the cell with $L=20$ bohr the longest wave has $\varepsilon=13.379$. With $q_0=0.8$ bohr$^{-1}$ its Kerker factor is $0.13361$, and the product is $1.788$. At the cutoff, $G_{\max}=3.770$ bohr$^{-1}$, the product is $0.9569\times1.0860=1.039$. The condition number is
\begin{equation}
\kappa=\frac{1.7876}{1.0392}=1.720,
\end{equation}
in place of 12.3 without the factor.

The condition numbers of larger cells were computed from the nonlinear Thomas-Fermi map itself. The density varied along one axis and was held on an evenly spaced grid with the same $G_{\max}$ in all cells. The derivative of the map was formed column by column with central differences, and the preconditioner was the inverse of the corresponding matrix for the gas with $k_F=\pi q_0^2/4$. For $L=20$, 40, 80 and 160 bohr the results are
\begin{align}
\text{no preconditioner:}&\quad 12.3,\ 46.5,\ 183,\ 730;\\
q_0=0.8\ \text{bohr}^{-1}:&\quad 1.720,\ 1.805,\ 1.829,\ 1.835;\\
q_0=1.6\ \text{bohr}^{-1}:&\quad 1.853,\ 1.908,\ 1.923,\ 1.927.
\end{align}
The last doubling of the length multiplies the plain condition number by 3.985, close to the factor 4 of the $L^2$ law. The preconditioned numbers level off below their bounds of 1.909 and 2.095. The gap that remains is due to the cutoff: for $q_0=0.8$ bohr$^{-1}$ the smallest eigenvalue stays at 1.0392, so the limit for $L\to\infty$ at this cutoff is $1.9090/1.0392=1.837$.

The iteration counts follow. A weak external potential, the sum of two cosines of amplitude $10^{-3}$ hartree with wavevectors $G_{\min}$ and $G_{\max}$, was applied to the gas, and the nonlinear iteration was started from the uniform density. The Hartree potential is zero at the start, so by linear response the first residual has the amplitude $k_{\rm TF}^2/4\pi$ times that of the potential, equal for the two waves. These waves carry the two extreme eigenvalues, and with the best fixed step both shrink by $\rho$ per iteration. In the linearized iteration, carried out in exact arithmetic, the number of steps needed to reduce the norm of the residual by a factor $10^8$ is then the first integer not below
\begin{equation}
m_0=\frac{\ln10^8}{\ln(1/\rho)} .
\end{equation}

Without the preconditioner, $L=20$ bohr has $a=0.138$ and $\rho=0.850$, which gives $m_0=113.2$; the run took 114 iterations. The runs for 40, 80 and 160 bohr took 429, 1689 and 6719. The estimate for the longest cell is 6727.9, so that run finished about 9 steps early, a difference of 0.13 per cent of the estimate. The difference comes mostly from rounding errors that build up over thousands of steps. If the density is carried as its deviation from the uniform value, which reduces the rounding, the count is 6727, and 6728 for an amplitude of $10^{-6}$ hartree, so the nonlinearity of the map accounts for about one step. With the full density stored, relative changes of order $10^{-7}$ in the amplitude move the count between about 6716 and 6734, so the last two digits of 6719 carry no meaning. With the Kerker factor and $q_0=0.8$ bohr$^{-1}$ the four runs took 14, 15, 16 and 16 iterations. Inequality \eqref{eq:ratebound} allows at most $18.42/\ln(1/0.3125)=15.8$, hence 16, for a cell of any length, as long as the linear description holds.

That bound rests on the Thomas-Fermi response, in which $\chi_0$ is the same for all wavelengths. Quantum-mechanical electrons respond less to short waves. To find the change, let independent electrons in plane-wave states of energy $E_{\mathbf k}=k^2/2$ feel a weak static potential with coefficients $v_{\mathbf G}$ and $v_{-\mathbf G}=v_{\mathbf G}^*$. First-order perturbation theory gives each occupied state the admixtures $v_{\pm\mathbf G}/(E_{\mathbf k}-E_{\mathbf k\pm\mathbf G})$ of the states $\mathbf k\pm\mathbf G$. In the density, the coefficient of $e^{i\mathbf G\cdot\mathbf r}$ receives one term from each admixture. The two terms contribute equally after summation, because the Fermi sphere is unchanged by $\mathbf k\to-\mathbf k$. With two spins,
\begin{equation}
\chi(G)=4\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\,\frac{1}{E_{\mathbf k}-E_{\mathbf k+\mathbf G}}
=-4\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\,\frac{1}{\mathbf k\cdot\mathbf G+G^2/2}.
\end{equation}
The principal value is meant, since the terms that connect two occupied states cancel in pairs. Integration over the angle between $\mathbf k$ and $\mathbf G$ leaves
\begin{equation}
\chi(G)=-\frac{1}{\pi^2G}\int_0^{k_F}k\,\ln\left|\frac{k+G/2}{k-G/2}\right|dk .
\end{equation}
With $s=G/2$, the integrand has the antiderivative $\tfrac12(k^2-s^2)\ln|(k+s)/(k-s)|+sk$, as differentiation confirms, and this vanishes at $k=0$. Setting $x=G/2k_F$ and using $k_{\rm TF}^2/4\pi=k_F/\pi^2$,
\begin{equation}
\chi(G)=-\frac{k_{\rm TF}^2}{4\pi}\,g(x),\qquad
g(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right| .
\end{equation}
This is the static Lindhard response. Expanding the logarithm gives
\begin{equation}
g=1-\sum_{j\geq1}\frac{x^{2j}}{4j^2-1}\ (x<1),\qquad
g=\sum_{j\geq1}\frac{x^{-2j}}{4j^2-1}\ (x>1),
\end{equation}
which shows that $g$ falls steadily from 1 at long wavelength to 0 at short wavelength.

The preconditioned eigenvalues become
\begin{equation}
\lambda_{\rm L}(G)=\frac{G^2+k_{\rm TF}^2\,g(G/2k_F)}{G^2+q_0^2}.
\end{equation}
They are positive and continuous in $G$, and they still tend to $b$ and to 1 at the two ends. They therefore stay between positive limits that do not depend on the cell, and the condition number remains bounded as $L$ grows. The value of the bound changes, however. Where $k_{\rm TF}^2\,g<q_0^2$ the eigenvalue lies below 1, outside the Thomas-Fermi interval for $b>1$. For $r_s=2$ bohr and $q_0=0.8$ bohr$^{-1}$, a scan over $G$ finds the minimum 0.948 near $G=2.5$ bohr$^{-1}$. Since $g\leq1$, the largest possible value is still $b$, and the size-independent limit is $1.909/0.948=2.01$ instead of 1.909. The cells with $L=20$ to 160 bohr give 1.87, 1.97, 2.00 and 2.01, so the last three exceed the Thomas-Fermi bound.

A local exchange-correlation potential moves the short-wave end of the interval and leaves the long-wave end $b$ unchanged. If its derivative with respect to density at the uniform density is $f$, the interaction $4\pi/G^2$ becomes $4\pi/G^2+f$. In the Thomas-Fermi model this gives
\begin{equation}
\lambda(G)=w\,(1+c)+(1-w)\,b,\qquad c=\frac{k_{\rm TF}^2f}{4\pi}.
\end{equation}
The eigenvalues now lie between $1+c$ and $b$. As long as $1+c>0$, the condition number is bounded by the larger of $b/(1+c)$ and $(1+c)/b$, again for every cell. In the local-density approximation $1+c=0.645$ at $r_s=2$ bohr, so for $q_0=0.8$ bohr$^{-1}$ the bound rises to $1.909/0.645=2.96$. The quantity $1+c$ falls to zero at $r_s=5.25$ bohr, within the range of metallic densities, and beyond that this bound does not exist. The short-wave limit $1+c$ is a feature of the Thomas-Fermi response: with the Lindhard response $c$ is multiplied by $g$, the eigenvalue returns to 1 at short wavelength, and for $r_s=2$ bohr and $q_0=0.8$ bohr$^{-1}$ its minimum is 0.842 and the size-independent limit is 2.27.

In an insulator the argument fails at its root. There $\varepsilon(G)$ tends to a finite value $\varepsilon_0$ as $G\to0$, so there is no $1/G^2$ for the Kerker factor to cancel. The preconditioned eigenvalue of the longest wave is about $\varepsilon_0G_{\min}^2/q_0^2$, which falls as $1/L^2$, while the eigenvalues of short waves stay near 1. The condition number then grows as $L^2$ because of the preconditioner, once the cell is long enough. The length at which the factor starts to do harm depends on $\varepsilon_0$. For the model $\varepsilon=1+[1/(\varepsilon_0-1)+G^2/k_{\rm TF}^2]^{-1}$ with the $k_{\rm TF}$ and cutoff used above and $q_0=0.8$ bohr$^{-1}$, $\varepsilon_0=12$ gives condition numbers without and with the factor of 6.3 and 1.4 at $L=20$ bohr, 9.2 and 3.5 at 40 bohr, 10.5 and 12.1 at 80 bohr, and 10.9 and 46 at 160 bohr. For $\varepsilon_0=2.5$ the factor is already harmful at 20 bohr (2.2 against 3.5). A metal slab with a wide vacuum lies outside the derivation for a related reason: the screening is metallic in one region and absent in another, and no single $q_0$ describes both. The bound \eqref{eq:bound} is a statement about the uniform Thomas-Fermi metal close to self-consistency.
